# Channel cracking of a film with linearly decaying tension: test program

```python
"""Steady channel cracking of a film with a linear stress profile.

Result under test: film and thick substrate have equal isotropic elasticity,
film stress is sigma0*(1-y/h), y = depth from the free surface, h = thickness.
A channel crack of depth h releases, per unit new crack area,
    G = pi*(A^2/2 - 2*A*B/3 + B^2/4) * sigma0^2*h/Ebar,  Ebar = E/(1-nu^2).
A, B: edge-crack factors K/(sigma*sqrt(pi*a)) for the loads 1 and y/a.
They come from a Wiener-Hopf formula; the independent road is a collocation
solution of the crack integral equation and the work integral of the opening.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gamma
from numpy.polynomial import chebyshev as cheb

# ---- dislocation stresses follow from its displacements by Hooke's law ----
x, y, nu_s, mu_s, b = sp.symbols("x y nu mu b", positive=True)
r2 = x**2 + y**2
ux = b/(2*sp.pi)*(sp.atan(y/x) + x*y/(2*(1-nu_s)*r2))
uy = -b/(2*sp.pi)*((1-2*nu_s)/(4*(1-nu_s))*sp.log(r2)
                   + (x**2-y**2)/(4*(1-nu_s)*r2))
lam_s = 2*mu_s*nu_s/(1-2*nu_s)
exx, eyy = sp.diff(ux, x), sp.diff(uy, y)
gxy = sp.diff(ux, y) + sp.diff(uy, x)
D = mu_s*b/(2*sp.pi*(1-nu_s))
residuals = [
    lam_s*(exx+eyy) + 2*mu_s*exx + D*y*(3*x**2+y**2)/r2**2,
    lam_s*(exx+eyy) + 2*mu_s*eyy - D*y*(x**2-y**2)/r2**2,
    mu_s*gxy - D*x*(x**2-y**2)/r2**2]
for res in residuals:
    assert sp.simplify(res) == 0


# ---- free-surface part of the kernel, and its Mellin transform ----
def surface_term(depth, source):
    return 2*source*(depth-source)/(source+depth)**3


for depth in (0.3, 1.0, 2.2):
    integral = 2*quad(lambda q: q*q*(q*q-1)/((q*q+1)**2*(q*q+depth**2)**2),
                      0, np.inf)[0]
    assert abs(4*depth/np.pi*integral - surface_term(depth, 1.0)) < 1e-7

# the three kernel parts add up to one fraction (x is the source depth here)
three_parts = 1/(x-y) + 1/(x+y) + surface_term(y, x)
assert sp.simplify(three_parts - 8*x**2*y/((x-y)*(x+y)**3)) == 0

for z in (1.5, 2.3):
    def numerator(q):
        """q^(z-1) * kernel * (q-1) for a source at depth 1."""
        return -8*q**z/(1+q)**3
    total = quad(numerator, 0.5, 1.5, weight="cauchy", wvar=1.0)[0]
    total += quad(lambda q: numerator(q)/(q-1), 0, 0.5)[0]
    # depths from 1.5 to infinity, mapped by q = 1/v; weight v^(2-z)
    total += quad(lambda v: 8/((v-1)*(1+v)**3), 0, 1/1.5,
                  weight="alg", wvar=(2-z, 0))[0]
    w = z - 1
    symbol = 2*(w*w - np.sin(np.pi*w/2)**2)/np.sin(np.pi*w)
    assert abs(total/np.pi - symbol) < 1e-6


# ---- Wiener-Hopf edge-crack factors for the load (y/a)^m ----
def h_plus(w):
    def integrand(eta):
        return np.log1p(-(eta/np.sinh(np.pi*eta/2))**2)/(w*w+eta*eta)
    return np.exp(w/np.pi*quad(integrand, 0, 40, limit=200)[0])


def edge_factor(m):
    return (2*gamma((m+3)/2)
            / (np.sqrt(np.pi)*(m+1)*gamma(m/2+1)*h_plus(m+1)))


A, B = edge_factor(0), edge_factor(1)


def channel_coefficient(uniform, depth_ratio=1.0):
    """Release/(sigma0^2 h/Ebar) for stress sigma0*(uniform - y/h)."""
    a0, t = A*uniform, depth_ratio
    return np.pi*(a0**2*t/2 - 2*a0*B*t**2/3 + B**2*t**3/4)


# ---- collocation solution: Ebar*delta'/(4*sigma0) = -p(s)/sqrt(1-s) ----
gx, gw = np.polynomial.legendre.leggauss(600)
u, wu = (gx+1)/2, gw/2
s = 1 - u**2                        # removes the square-root end point


def solve_crack(n_basis):
    yc = (1-np.cos((np.arange(60)+0.5)*np.pi/60))/2
    basis_s = cheb.chebvander(2*s-1, n_basis-1)
    basis_y = cheb.chebvander(2*yc-1, n_basis-1)
    matrix = np.empty((len(yc), n_basis))
    for j, yj in enumerate(yc):
        v = np.sqrt(1-yj)
        principal = np.log((1+v)/(1-v))/(2*v)
        quotient = (basis_s-basis_y[j])/(s-yj)[:, None]
        regular = 1/(s+yj) + surface_term(yj, s)
        matrix[j] = 2/np.pi*(wu@quotient + basis_y[j]*principal
                             + (wu*regular)@basis_s)
    loads = np.column_stack([np.ones_like(yc), yc, yc**2])
    return np.linalg.lstsq(matrix, loads, rcond=None)[0]


coef = solve_crack(24)
coef_coarse = solve_crack(14)
numeric_factors = np.sqrt(2)*coef.sum(axis=0)
for m in range(3):
    assert abs(numeric_factors[m] - edge_factor(m)) < 1e-4


def direct_release(uniform, depth_ratio=1.0, c=coef):
    """Work integral of stress times opening, same scaling as above."""
    p = cheb.chebval(2*s-1, uniform*c[:, 0] - depth_ratio*c[:, 1])
    load_integral = uniform*s - depth_ratio*s**2/2
    return 4*depth_ratio*np.sum(wu*p*load_integral)


C_full = channel_coefficient(1.0)
C_direct = direct_release(1.0)
assert abs(C_full - C_direct) < 2e-4
assert abs(C_full - 0.74) < 0.005
for ratio in (0.3, 0.6, 0.9):
    assert abs(channel_coefficient(1, ratio)-direct_release(1, ratio)) < 2e-4
C_uniform = np.pi*A**2/2
uniform_direct = 4*np.sum(wu*cheb.chebval(2*s-1, coef[:, 0])*s)
assert abs(C_uniform - uniform_direct) < 2e-4


# ---- the crack is open everywhere ----
def scaled_opening(t):
    top = np.sqrt(1-t)
    q = top*u
    return 2*top*np.sum(wu*cheb.chebval(1-2*q**2, coef[:, 0]-coef[:, 1]))


openings = np.array([scaled_opening(t) for t in np.linspace(0, 0.999, 200)])
assert openings.min() > 0

# ---- most dangerous channel depth ----
worst = (8-np.sqrt(10))*A/(9*B)
C_worst = channel_coefficient(1, worst)
search = minimize_scalar(lambda t: -direct_release(1, t), bounds=(0.3, 1),
                         method="bounded", options={"xatol": 1e-7})
assert abs(search.x-worst) < 2e-3 and abs(-search.fun-C_worst) < 2e-4
tip_full = np.pi*(A-B)**2
tip_worst = np.pi*worst*(A-B*worst)**2
assert abs(tip_worst-C_worst) < 1e-9
assert tip_full < C_full < C_worst

# ---- example: rough values for CeO2 on a zirconia-type substrate ----
E, nu, sigma0, h, toughness = 220.0, 0.30, 1.0, 1000.0, 6.0
Ebar = E/(1-nu**2)
scale = sigma0**2*h/Ebar            # GPa*nm = J/m^2
G = C_full*scale
mouth = 4*sigma0*h/Ebar*openings[0]
h_crit = toughness*Ebar/(C_full*sigma0**2)
h_crit_worst = toughness*Ebar/(C_worst*sigma0**2)

# uniform thermal tension after cooling
d_alpha, cooling = 1.5e-6, 600.0
sigma_T = E/(1-nu)*d_alpha*cooling
level = 1 + sigma_T/sigma0
C_cold = channel_coefficient(level)
assert abs(C_cold-direct_release(level)) < 5e-4
tip_cold = np.pi*(A*level-B)**2

# softer substrate: release lies between the two homogeneous values
E_sub = 210.0
G_upper = G*E/E_sub
# finite substrate: membrane plus bending stress at its top face
H_sub = 5.0e5
relief = -2*sigma0*h/H_sub
C_finite = channel_coefficient(1+relief/sigma0)
# directional Young's moduli from rough cubic constants
C11, C12, C44 = 400.0, 105.0, 60.0
S = np.linalg.inv(np.array([[C11, C12, C12], [C12, C11, C12],
                            [C12, C12, C11]]))
E100 = 1/S[0, 0]
E111 = 1/(S[0, 0]-2/3*(S[0, 0]-S[0, 1]-0.5/C44))

print(f"H_plus(1), H_plus(2): {h_plus(1):.5f}, {h_plus(2):.5f}")
print(f"edge factor A, Wiener-Hopf: {A:.5f}")
print(f"edge factor A, collocation: {numeric_factors[0]:.5f}")
print(f"edge factor B, Wiener-Hopf: {B:.5f}")
print(f"edge factor B, collocation: {numeric_factors[1]:.5f}")
print("Coefficients below are in units of sigma0^2 h/Ebar")
print(f"full-depth release, formula: {C_full:.5f}")
print(f"full-depth release, work integral: {C_direct:.5f}")
shift = abs(C_direct-direct_release(1.0, c=coef_coarse))
print(f"shift of work integral, 14 to 24 functions: {shift:.1e}")
print(f"three terms pi*A^2/2, 2*pi*A*B/3, pi*B^2/4: {C_uniform:.4f}, "
      f"{2*np.pi*A*B/3:.4f}, {np.pi*B**2/4:.4f}")
print(f"uniform stress sigma0: {C_uniform:.4f}")
print(f"uniform mean stress sigma0/2: {C_uniform/4:.4f}")
print(f"bottom-tip release at full depth: {tip_full:.4f}")
print(f"worst channel depth / h: {worst:.4f}")
print(f"release at worst depth: {C_worst:.4f}")
print(f"Young's modulus E (rough): {E:.0f} GPa")
print(f"Poisson ratio (rough): {nu:.2f}")
print(f"plane-strain modulus Ebar: {Ebar:.1f} GPa")
print(f"surface stress sigma0: {sigma0:.2f} GPa")
print(f"film thickness h: {h:.0f} nm")
print(f"fracture energy (rough): {toughness:.1f} J/m^2")
print(f"scale sigma0^2 h/Ebar: {scale:.3f} J/m^2")
print(f"full-depth channel release G: {G:.3f} J/m^2")
print(f"crack mouth opening: {mouth:.2f} nm")
print(f"critical thickness, full depth: {h_crit:.0f} nm")
print(f"critical thickness, worst depth: {h_crit_worst:.0f} nm")
print(f"expansion mismatch (rough): {d_alpha*1e6:.1f} 1e-6/K")
print(f"cooling: {cooling:.0f} K")
print(f"thermal tension: {sigma_T:.3f} GPa")
print(f"full-depth coefficient after cooling: {C_cold:.4f}")
print(f"channel release after cooling: {C_cold*scale:.2f} J/m^2")
print(f"bottom-tip release after cooling: {tip_cold*scale:.2f} J/m^2")
print(f"substrate Young's modulus (rough): {E_sub:.0f} GPa")
print(f"upper bound of G with this substrate: {G_upper:.3f} J/m^2")
print(f"substrate thickness: {H_sub/1e6:.2f} mm")
print(f"stress shift from finite substrate: {relief*1e3:.1f} MPa")
print(f"change of G from finite substrate: {100*(C_finite/C_full-1):.2f} %")
print(f"cubic C11, C12, C44 (rough): {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Young's modulus along [100]: {E100:.0f} GPa")
print(f"Young's modulus along [111]: {E111:.0f} GPa")
print("ALL CHECKS PASSED")
```

Output:

```
H_plus(1), H_plus(2): 0.89165, 0.93228
edge factor A, Wiener-Hopf: 1.12152
edge factor A, collocation: 1.12152
edge factor B, Wiener-Hopf: 0.68286
edge factor B, collocation: 0.68286
Coefficients below are in units of sigma0^2 h/Ebar
full-depth release, formula: 0.73802
full-depth release, work integral: 0.73802
shift of work integral, 14 to 24 functions: 3.8e-08
three terms pi*A^2/2, 2*pi*A*B/3, pi*B^2/4: 1.9758, 1.6040, 0.3662
uniform stress sigma0: 1.9758
uniform mean stress sigma0/2: 0.4939
bottom-tip release at full depth: 0.6045
worst channel depth / h: 0.8828
release at worst depth: 0.7461
Young's modulus E (rough): 220 GPa
Poisson ratio (rough): 0.30
plane-strain modulus Ebar: 241.8 GPa
surface stress sigma0: 1.00 GPa
film thickness h: 1000 nm
fracture energy (rough): 6.0 J/m^2
scale sigma0^2 h/Ebar: 4.136 J/m^2
full-depth channel release G: 3.053 J/m^2
crack mouth opening: 16.74 nm
critical thickness, full depth: 1965 nm
critical thickness, worst depth: 1944 nm
expansion mismatch (rough): 1.5 1e-6/K
cooling: 600 K
thermal tension: 0.283 GPa
full-depth coefficient after cooling: 1.5601
channel release after cooling: 6.45 J/m^2
bottom-tip release after cooling: 7.42 J/m^2
substrate Young's modulus (rough): 210 GPa
upper bound of G with this substrate: 3.198 J/m^2
substrate thickness: 0.50 mm
stress shift from finite substrate: -4.0 MPa
change of G from finite substrate: -1.27 %
cubic C11, C12, C44 (rough): 400, 105, 60 GPa
Young's modulus along [100]: 356 GPa
Young's modulus along [111]: 164 GPa
ALL CHECKS PASSED
```
